\section*{Counting the isotope lines of interstitial oxygen in natural germanium}

\section{The problem}

An interstitial oxygen atom in germanium sits between two Ge atoms and forms a bent Ge--O--Ge unit. Its antisymmetric stretch, in which one bond lengthens while the other shortens, absorbs infrared light near $860\ \mathrm{cm^{-1}}$ (a rough value). Natural germanium contains five isotopes, all stable for the present purpose ($^{76}$Ge decays with a half-life above $10^{21}$ years), with rounded abundances
\[
p_{70}=0.205,\quad p_{72}=0.274,\quad p_{73}=0.078,\quad p_{74}=0.365,\quad p_{76}=0.078 .
\]
The isotopes are distributed at random, and every oxygen centre absorbs with the same strength. Masses are taken as mass numbers in atomic mass units u, and the oxygen is $^{16}$O.

(a) Suppose that the stretching wavenumber $\nu$ is a strictly decreasing function of the average neighbour mass $M=(M_1+M_2)/2$ and depends on nothing else. How many lines does the band contain, and what are their relative weights?

(b) How good is this supposition for a bent unit with two equal bond springs, and how narrow may the lines be before the count in (a) fails?

\section{A tempting solution}

Exchanging the two neighbours does not change the frequency, so pairs are counted without regard to order. There are five pairs of equal isotopes and $5\cdot4/2=10$ pairs of unequal ones, which makes
\[
5+10=\frac{5\cdot 6}{2}=15
\]
pairs. Different pairs have different masses, and a vibration frequency depends on the masses. The band therefore has fifteen lines. The strongest belongs to $72+74$, with weight $2p_{72}p_{74}=2(0.274)(0.365)=20.0\%$.

\section{Where it fails}

The number of pairs is right. The fault is the step from ``different pairs'' to ``different frequencies''. Under the supposition in (a), the frequency does not register the two masses separately. It registers their sum, and two different pairs can have the same sum. What must be counted is the number of distinct sums.

\section{Part (a): counting the sums}

All fifteen sums $A_1+A_2$ are listed here, each pair once:
\begin{center}
\begin{tabular}{c|ccccc}
 & 70 & 72 & 73 & 74 & 76\\ \hline
70 & 140 & 142 & 143 & 144 & 146\\
72 &     & 144 & 145 & 146 & 148\\
73 &     &     & 146 & 147 & 149\\
74 &     &     &     & 148 & 150\\
76 &     &     &     &     & 152
\end{tabular}
\end{center}
Three sums occur more than once:
\begin{align*}
144&=70+74=72+72,\\
146&=70+76=72+74=73+73,\\
148&=72+76=74+74 .
\end{align*}
A sum shared by two pairs removes one line from the count, and a sum shared by three removes two. The number of lines is
\[
15-(1+2+1)=11 .
\]
Because $\nu$ is strictly decreasing in $M$, different sums do give different wavenumbers, so no further lines coincide.

The count can be checked from the other side. The sums lie between 140 and 152, a range of 13 integers. Within the range of isotopes from 70 to 76, the sum 141 could arise only as $70+71$ and the sum 151 only as $75+76$. Germanium has no stable isotope of mass 71 or 75, so both sums are missing, and $13-2=11$.

For the weights, the probability of finding isotope $A$ on the first site and $B$ on the second is $p_Ap_B$. An equal pair has weight $p_A^2$. An unequal pair can be arranged in two ways and has weight $2p_Ap_B$. The weights of pairs with the same sum add. For $M=72$ u,
\[
2p_{70}p_{74}+p_{72}^2=2(0.205)(0.365)+(0.274)^2=0.14965+0.07508=0.22473 .
\]
The complete set is as follows.
\begin{center}
\begin{tabular}{clr}
$M$ (u) & pairs & weight (\%)\\ \hline
70.0 & 70+70 & 4.20\\
71.0 & 70+72 & 11.23\\
71.5 & 70+73 & 3.20\\
72.0 & 70+74, 72+72 & 22.47\\
72.5 & 72+73 & 4.27\\
73.0 & 70+76, 72+74, 73+73 & 23.81\\
73.5 & 73+74 & 5.69\\
74.0 & 72+76, 74+74 & 17.60\\
74.5 & 73+76 & 1.22\\
75.0 & 74+76 & 5.69\\
76.0 & 76+76 & 0.61
\end{tabular}
\end{center}
The tempting solution also gets the intensities wrong. The second strongest line has weight 22.5\%, whereas the second strongest single pair, $70+74$, has 15.0\%.

\section{Part (b): why the average matters}

Let the site be unchanged when its two neighbours are exchanged, so that $\nu(M_1,M_2)=\nu(M_2,M_1)$. Write $M_1=M+\delta$ and $M_2=M-\delta$. If $\nu$ is smooth at equal masses, then
\[
\nu(M+\delta,M-\delta)=\nu(M,M)+\delta\left(\frac{\partial\nu}{\partial M_1}-\frac{\partial\nu}{\partial M_2}\right)+O(\delta^2),
\]
with the derivatives taken at $M_1=M_2=M$. Exchange symmetry makes the two derivatives equal there, and the linear term vanishes. At first order the wavenumber therefore depends on the average alone. Nothing in this argument removes the term in $\delta^2$, so pairs with the same average but different $\delta$ can separate. The size of this separation requires a model.

\subsection{The bent unit}

Let $\mathbf e_1$ and $\mathbf e_2$ be unit vectors from the oxygen to its neighbours, with $\mathbf e_1\cdot\mathbf e_2=\cos\theta$ and $\theta>90^\circ$. With displacements $\mathbf u_1,\mathbf u_2$ of the Ge atoms and $\mathbf u_0$ of the oxygen, the bond elongations are $s_i=\mathbf e_i\cdot(\mathbf u_i-\mathbf u_0)$. The energy is $\tfrac12k(s_1^2+s_2^2)$. Bending forces and the rest of the crystal are left out. The equations of motion are
\[
M_i\ddot{\mathbf u}_i=-ks_i\mathbf e_i,\qquad
m\ddot{\mathbf u}_0=k(s_1\mathbf e_1+s_2\mathbf e_2),
\]
where $m$ is the oxygen mass. Projecting on $\mathbf e_1$ gives
\[
\ddot s_1=\mathbf e_1\cdot(\ddot{\mathbf u}_1-\ddot{\mathbf u}_0)
=-k\left[\left(\frac1{M_1}+\frac1m\right)s_1+\frac{\cos\theta}{m}s_2\right],
\]
and the equation for $s_2$ follows by exchanging the labels. For motion at angular frequency $\omega$, $\ddot s_i=-\omega^2s_i$, so $\omega^2/k$ is an eigenvalue of
\[
\begin{pmatrix}
1/M_1+1/m & \cos\theta/m\\
\cos\theta/m & 1/M_2+1/m
\end{pmatrix}.
\]
The eigenvalues of a symmetric $2\times2$ matrix are the mean of its diagonal elements plus or minus the root of (half their difference)$^2$ plus (off-diagonal element)$^2$. For equal masses and $\cos\theta<0$, the antisymmetric vector $(1,-1)$ has eigenvalue $1/M+1/m-\cos\theta/m$, which is the larger one. The upper sign is therefore needed:
\begin{equation}
\frac{(2\pi c\nu)^2}{k}=\frac1m+g+\sqrt{\frac{\cos^2\theta}{m^2}+d^2},
\label{eq:nu}
\end{equation}
\[
g=\frac12\left(\frac1{M_1}+\frac1{M_2}\right),\qquad
d=\frac12\left(\frac1{M_1}-\frac1{M_2}\right).
\]

\subsection{Spacing of the lines}

For $M_1=M_2=M$, $d=0$ and the right side of (\ref{eq:nu}) becomes
\[
S=\frac1M+\frac{1-\cos\theta}{m}.
\]
Since $\nu^2\propto S$, we have $2\,d\nu/\nu=dS/S$, and $dS=-dM/M^2$. Hence
\begin{equation}
\frac{d\nu}{dM}=-\frac{\nu}{2M^2S}.
\label{eq:slope}
\end{equation}
Neighbouring lines half a unit apart in $M$ are separated by about $\Delta_{\rm line}=\nu/(4M^2S)$.

\subsection{Splitting at fixed average}

With $M_{1,2}=M\pm\delta$,
\begin{align*}
g&=\frac{M}{M^2-\delta^2}=\frac1M+\frac{\delta^2}{M(M^2-\delta^2)}\approx\frac1M+\frac{\delta^2}{M^3},\\
d&=\frac{(M-\delta)-(M+\delta)}{2(M^2-\delta^2)}=-\frac{\delta}{M^2-\delta^2}\approx-\frac{\delta}{M^2}.
\end{align*}
If $|d|\ll|\cos\theta|/m$, the root expands as
\[
\sqrt{\frac{\cos^2\theta}{m^2}+d^2}\approx\frac{|\cos\theta|}{m}+\frac{m\,d^2}{2|\cos\theta|}
\approx\frac{|\cos\theta|}{m}+\frac{m\,\delta^2}{2|\cos\theta|M^4}.
\]
The right side of (\ref{eq:nu}) thus exceeds $S$ by the sum of the two $\delta^2$ terms. Using $\Delta\nu=\nu\,\Delta S/(2S)$ again,
\begin{equation}
\Delta\nu\approx\frac{\nu\delta^2}{2SM^3}\left[1+\frac{m}{2M|\cos\theta|}\right].
\label{eq:split}
\end{equation}
Both terms are positive, so an unequal pair lies above the equal pair of the same average. The first term arises because the mean of two inverse masses exceeds the inverse of their mean. The second arises because the mode shifts its weight towards the bond with the lighter neighbour.

Dividing (\ref{eq:split}) by $\Delta_{\rm line}$ removes $\nu$ and $S$:
\begin{equation}
\frac{\Delta\nu}{\Delta_{\rm line}}\approx\frac{2\delta^2}{M}\left[1+\frac{m}{2M|\cos\theta|}\right],
\label{eq:ratio}
\end{equation}
with $M$ and $\delta$ in u. The factor 2 carries the unit $\mathrm{u^{-1}}$, because the line spacing refers to a step of half a unit.

\subsection{A limit in which the average is irrelevant}

At $\theta=90^\circ$ the expansion of the root fails. Equation (\ref{eq:nu}) then reads
\[
\frac{(2\pi c\nu)^2}{k}=\frac1m+g+|d|=\frac1m+\frac1{\min(M_1,M_2)} .
\]
The upper mode is confined to the bond with the lighter neighbour, and its frequency depends on that neighbour alone. The fifteen pairs would give five lines. Exchange symmetry still holds, but the two stretches are degenerate at equal masses, and $\nu$ has a kink there instead of a smooth maximum or minimum. The average-mass rule needs both exchange symmetry and a stretch well separated from its partner.

\section{Numbers for germanium}

Take $\theta=140^\circ$ and $\nu=860\ \mathrm{cm^{-1}}$ at the mean mass number 72.71, which fixes $k=351$ N/m. At $M=73$ u,
\[
S=\frac1{73}+\frac{1.766}{16}=0.0137+0.1104=0.1241\ \mathrm{u^{-1}},
\]
\[
\frac{d\nu}{dM}=-\frac{859.8}{2(73)^2(0.1241)}=-0.650\ \mathrm{cm^{-1}/u}.
\]
The half-unit spacing is $0.325\ \mathrm{cm^{-1}}$, or $40\ \mu$eV. The largest splitting belongs to $70+76$, with $\delta=3$ u. Equation (\ref{eq:ratio}) gives
\[
\frac{2\cdot9}{73}\left[1+\frac{16}{2(73)(0.766)}\right]=0.247\times1.143=0.282,
\]
and $0.282\times0.325=0.092\ \mathrm{cm^{-1}}$, or $11\ \mu$eV. Diagonalizing the force-constant matrix of the unit in all nine Cartesian coordinates gives $0.0918\ \mathrm{cm^{-1}}$, against $0.0916$ from (\ref{eq:split}).

The supposition in (a) is therefore an approximation whose worst error is more than a quarter of the line spacing. The groups nevertheless remain separate. The smallest gap between them is $0.238\ \mathrm{cm^{-1}}$, from $70+76$ at $859.903$ to $72+73$ at $860.141\ \mathrm{cm^{-1}}$.

The number of visible lines now depends on their width. Giving each of the fifteen components a Gaussian profile of the same full width at half maximum, and counting the maxima of the total, yields:
\begin{center}
\begin{tabular}{cc}
width ($\mathrm{cm^{-1}}$) & maxima\\ \hline
0.002 & 15\\
0.05 & 12\\
0.07 to 0.20 & 11\\
0.40 & 7
\end{tabular}
\end{center}
The limits of the third row come from a scan in steps of $0.01\ \mathrm{cm^{-1}}$ and depend on the line shape and the angle: Lorentzian profiles at $140^\circ$ give eleven maxima from 0.06 to 0.15, and Gaussian profiles at $120^\circ$ from 0.08 to $0.23\ \mathrm{cm^{-1}}$. The twelfth maximum at width 0.05 is $70+76$, which lies $0.082\ \mathrm{cm^{-1}}$ above its strong partner $72+74$. The fifteen lines of the tempting solution do appear in this model at very small width, but for a reason that solution did not contain: the second-order term (\ref{eq:split}).

\section{The model beside the real centre}

The wavenumber and the angle used above, and the bond length used below, are rough typical values, and the angle is the least certain. The spacings, splittings and band width quoted here are values of the model and are not fitted to measured isotope shifts. The slope $|d\nu/dM|$ runs from about $0.58\ \mathrm{cm^{-1}/u}$ for a nearly straight unit to 0.75 at $120^\circ$. A coupling between the two bond stretches of $\pm15\%$ of $k$, with $\nu$ held fixed, leaves the spacing unchanged but moves the largest splitting from 0.092 to 0.098 or $0.088\ \mathrm{cm^{-1}}$. At $120^\circ$, with $\nu$ at the mean mass held at $860\ \mathrm{cm^{-1}}$, the spacing becomes $0.375$ and the largest splitting $0.113\ \mathrm{cm^{-1}}$. Adding three further Ge neighbours behind each Ge atom, tied by springs to a fixed surrounding lattice (all Ge--Ge springs chosen to give a top lattice vibration of $300\ \mathrm{cm^{-1}}$), with the bond spring $k$ unchanged and exchange symmetry kept, changes the spacing to $0.339$ and the largest splitting to $0.098\ \mathrm{cm^{-1}}$, so the count survives. Random isotopes on those six sites broaden a line by about $0.002\ \mathrm{cm^{-1}}$, and true atomic masses in place of mass numbers change the splittings by about $0.001\ \mathrm{cm^{-1}}$ or less. Centres with $^{18}$O lie about $44\ \mathrm{cm^{-1}}$ lower, far outside a band that is $3.9\ \mathrm{cm^{-1}}$ wide. Another assumption open to doubt is that the oxygen vibrates about a fixed equilibrium position, because the real atom also moves around the line joining its two Ge neighbours. Treated as a free rotor with the Ge atoms fixed and a bond length of 0.175 nm, it has its first excited level at about $3\ \mathrm{cm^{-1}}$. The excited fraction is then 0.04\% at 0.5 K but about 20\% at 2 K. These figures depend strongly on the uncertain angle: at $120^\circ$ the level falls to about $1.4\ \mathrm{cm^{-1}}$, and the fractions rise to about 4\% and 44\%. Each populated level can add its own set of lines, with an offset not calculated here, so the count of eleven refers to one such level.

Strain or a nearby defect can make the two bonds unequal. With the first bond 5\% stiffer, exchanging $^{70}$Ge and $^{76}$Ge shifts the line by $0.25\ \mathrm{cm^{-1}}$, comparable with the line spacing. The order of the neighbours then matters, the $5\times5=25$ ordered arrangements must be counted separately, and the argument for the average mass no longer applies. The numerical output lists all fifteen components and the eleven positions given by the average-mass rule.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Abundances: 70: 0.205, 72: 0.274, 73: 0.078, 74: 0.365, 76: 0.078
Mean mass number 72.710; mean atomic mass 72.632 u
Inputs: nu 860 1/cm, angle 140 deg, O mass 16 u
Bond spring constant 351.0 N/m
Pairs 15, distinct sums 11, missing sums [141, 151]
Pair, weight (%), full-model nu (1/cm)
70+70    4.20  861.842
70+72   11.23  861.158
70+73    3.20  860.830
70+74   14.96  860.512
70+76    3.20  859.903
72+72    7.51  860.470
72+73    4.27  860.141
72+74   20.00  859.821
72+76    4.27  859.208
73+73    0.61  859.811
73+74    5.69  859.490
73+76    1.22  858.876
74+74   13.32  859.169
74+76    5.69  858.553
76+76    0.61  857.935
Average mass (u), line weight (%), average-mass-law nu (1/cm), pairs
70.0    4.20  861.842  70+70
71.0   11.23  861.147  70+72
71.5    3.20  860.806  70+73
72.0   22.47  860.470  70+74 72+72
72.5    4.27  860.138  72+73
73.0   23.81  859.811  70+76 72+74 73+73
73.5    5.69  859.488  73+74
74.0   17.60  859.169  72+76 74+74
74.5    1.22  858.855  73+76
75.0    5.69  858.544  74+76
76.0    0.61  857.935  76+76
Slope dnu/dM at 73 u: -0.6502 1/cm per u
Half-unit spacing at 73 u: 0.3251 1/cm = 40.3 ueV
Splitting 70+74 from equal pair: formula 0.0425, full 0.0425 1/cm
Splitting 70+76 from equal pair: formula 0.0916, full 0.0918 1/cm
Splitting 72+74 from equal pair: formula 0.0102, full 0.0102 1/cm
Splitting 72+76 from equal pair: formula 0.0391, full 0.0391 1/cm
Largest spread in a group 0.0918 1/cm = 11.4 ueV
Smallest gap between groups 0.2381 1/cm
Angle 120 deg: spacing 0.3754, 70+76 splitting 0.1128 1/cm
Exactly 11 maxima for FWHM 0.07 to 0.20 1/cm (scan step 0.01)
Maxima at FWHM 0.002 1/cm: 15; at 0.05: 12; at 0.40: 7
Swap 70,76: equal bonds 0.0000, first bond 5% stiffer 0.2500 1/cm
True atomic masses: extra splitting up to 0.0010 1/cm
Host cluster (host phonon 300 1/cm): nu(73,73) 860.86 1/cm
Host cluster: spacing 0.3385, spread 0.0980, gap 0.2455 1/cm
Back-neighbour isotope disorder: FWHM 0.00176 1/cm
Oxygen-18 shift -43.6 1/cm
Rotor: bond 0.175 nm, radius 0.0599 nm, first level 2.94 1/cm
Excited rotor fraction: 0.00042 at 0.5 K, 0.195 at 2 K
\end{verbatim}
